# Hooge Noise of a Silicon Channel Carrying One Microampere

## Problem

A p-channel silicon MOSFET is held in strong inversion at 300 K with a small, constant drain voltage, so that its channel behaves as a uniform resistor. The channel contains $N=10^6$ holes and carries a mean current $I=1\ \mu\mathrm{A}$. Its low-frequency noise is described by the Hooge parameter $\alpha=10^{-4}$.

The channel has width $W=10\ \mu\mathrm{m}$, length $L=2\ \mu\mathrm{m}$, hole sheet density $n_s=5\times10^{12}\ \mathrm{cm^{-2}}$ and hole mobility $\mu=100\ \mathrm{cm^2/Vs}$.

(a) Starting from local, independent conductivity fluctuations, show how the current noise depends on $N$, and calculate its root spectral density at 1 Hz.

(b) Find the rms noise current that this spectrum produces between 0.1 and 10 Hz.

(c) Find the thermal noise of the same channel and the frequency at which the two contributions are equal.

Spectral densities are one-sided: the variance of a fluctuation $\delta I(t)=I(t)-I$ in the band from $f_1$ to $f_2$ is

$$\langle\delta I^2\rangle=\int_{f_1}^{f_2}S_I(f)\,df ,\qquad 0<f_1<f_2 .$$

Thus $S_I$ has the unit $\mathrm{A^2/Hz}$, and its square root, the root density, has the unit $\mathrm{A/\sqrt{Hz}}$.

## Hints

1. Write the dissipated power as an integral over the channel. Vary the local conductivity and ask what the accompanying change of potential contributes.
2. When independent signals are averaged, their variances add, but the averaging factor enters squared.
3. At constant voltage, the relative fluctuation of the current equals that of the conductance.
4. For part (b), integrate the spectral density before taking a square root.
5. For part (c), connect the resistor to a capacitor and use equipartition. You also need the channel conductance, because $N$ and $I$ alone do not fix the thermal noise.

## Solution

### (a) From local fluctuations to the current

Let $\sigma$ be the sheet conductivity, $\phi$ the potential and $\mathbf j=-\sigma\nabla\phi$ the sheet current density. The frequencies of interest are low enough for the current to be divergence-free at each instant. The power delivered by the source equals the power dissipated:

$$V^2G=\int\sigma|\nabla\phi|^2\,dA .$$

Change $\sigma$ by a small $\delta\sigma$ while holding $V$ fixed. To first order,

$$V^2\delta G=\int\delta\sigma\,|\nabla\phi|^2\,dA+2\int\sigma\nabla\phi\cdot\nabla\delta\phi\,dA .$$

The second integral is $-2\int\mathbf j\cdot\nabla\delta\phi\,dA$. Integration by parts gives

$$\int\mathbf j\cdot\nabla\delta\phi\,dA=\oint\delta\phi\,\mathbf j\cdot\mathbf n\,ds-\int\delta\phi\,\nabla\cdot\mathbf j\,dA=0 .$$

The boundary term vanishes because $\delta\phi=0$ at the contacts and $\mathbf j\cdot\mathbf n=0$ at the side edges. The area term vanishes because $\nabla\cdot\mathbf j=0$. The redistribution of potential therefore has no first-order effect on $G$.

In the uniform channel $|\nabla\phi|=V/L$ and $G=\sigma W/L$. Hence

$$\delta G=\frac1{L^2}\int\delta\sigma\,dA,\qquad
\frac{\delta G}{G}=\frac{1}{WL}\int\frac{\delta\sigma}{\sigma}\,dA .$$

Divide the channel into $M$ equal cells of area $A_c=WL/M$, and let $x_i$ be the relative conductivity fluctuation averaged over cell $i$. Then

$$\frac{\delta G}{G}=\frac1M\sum_{i=1}^{M}x_i .$$

This can be tested on a resistor network with four bonds along the current and three rows across it. Changing each bond in turn and solving Kirchhoff's laws gives a sensitivity of $1/12$ for each of the 12 longitudinal bonds and zero for each transverse bond, within $10^{-6}$. The transverse bonds carry no voltage in the uniform state, so the term $\delta\sigma|\nabla\phi|^2$ vanishes for them.

Now assume that different cells fluctuate independently and have the same autocorrelation function $C(t)$. The autocorrelation of the relative conductance is

$$\frac1{M^2}\sum_{i,j}\langle x_i(0)x_j(t)\rangle
=\frac1{M^2}\,M\,C(t)=\frac{C(t)}M ,$$

since the terms with $i\ne j$ average to zero. The spectral density is proportional to the Fourier transform of the autocorrelation, so it is also divided by $M$:

$$\frac{S_G}{G^2}=\frac{S_c}{M}.$$

The empirical input is the noise of one cell,

$$S_c(f)=\frac{\alpha}{n_sA_cf}.$$

Independence accounts for the factor $1/A_c$. It does not explain the $1/f$ shape, the value of $\alpha$, or why $\alpha$ should stay constant when $n_s$ changes; those belong to Hooge's hypothesis. Since $MA_c=WL$ and $n_sWL=N$,

$$\frac{S_G}{G^2}=\frac{\alpha}{n_sMA_cf}=\frac{\alpha}{Nf}.$$

The arbitrary number of cells has dropped out. At fixed voltage $I=GV$ and $\delta I=V\delta G$, so $\delta I/I=\delta G/G$ and

$$\boxed{S_I(f)=\frac{\alpha I^2}{Nf}} .$$

The factor $I^2$ means that the current reveals conductance fluctuations whose statistics, in this model, do not depend on the current.

**Numbers.** The given density and dimensions are consistent with the stated number of holes:

$$N=(5\times10^{12}\ \mathrm{cm^{-2}})(10^{-3}\ \mathrm{cm})(2\times10^{-4}\ \mathrm{cm})=10^6 .$$

At 1 Hz the relative spectral density is

$$\frac{\alpha}{Nf}=\frac{10^{-4}}{10^6\times1\ \mathrm{Hz}}=10^{-10}\ \mathrm{Hz^{-1}} .$$

Multiplication by $I^2=10^{-12}\ \mathrm{A^2}$ gives

$$S_I=10^{-22}\ \mathrm{A^2/Hz},\qquad
\sqrt{S_I}=10^{-11}\ \mathrm{A/\sqrt{Hz}}=10\ \mathrm{pA/\sqrt{Hz}} .$$

This is the $1/f$ part of the noise, not yet the total.

A simulation tests the averaging and the one-sided normalization together. Independent $1/f$ records, 2048 s long, were assigned to all bonds of the network, and the current was found from Kirchhoff's laws at each instant. The spectrum between 0.5 and 2 Hz gave $9.93\ \mathrm{pA/\sqrt{Hz}}$ at 1 Hz. That band contains about $2048\times1.5\approx3100$ independent spectral values. The expected relative error is therefore about $1/\sqrt{3100}=1.8\%$ in power, or 0.9% in amplitude, and the deviation of 0.7% is consistent with it.

**What $N$ means.** The drift velocity is $\mu V/L$, so the time to drift through the channel is

$$t_{\rm tr}=\frac{L^2}{\mu V}=0.16\ \mu\mathrm{s},$$

using the drain voltage of 2.50 mV found in part (c). This voltage is only a tenth of $kT/q=26$ mV, so diffusion exchanges the holes much faster than drift. With $D\approx\mu kT/q=2.6\ \mathrm{cm^2/s}$ and drift neglected, the mean time $T(x)$ to reach either contact obeys $DT''=-1$ with $T(0)=T(L)=0$. Hence $T=x(L-x)/2D$, and its average over the channel is $L^2/12D\approx1.3$ ns. Even the longer drift time fits about six million times into one second. The formula therefore cannot be read as following the same million holes through a 1 Hz fluctuation. The derivation used cells fixed in space; $N$ measures the size of the channel at a given density.

**When the voltage is not fixed.** Suppose a noiseless resistance $R_s$ is in series with the channel resistance $R=1/G$. Then $I=V_0/(R+R_s)$, where $V_0$ is the constant supply voltage, and

$$\frac{\delta I}{I}=-\frac{\delta R}{R+R_s}
=\frac{R}{R+R_s}\frac{\delta G}{G},$$

because $\delta R/R=-\delta G/G$. At the same mean current, the root density is multiplied by $R/(R+R_s)$. The result of part (a) requires $R_s\ll R$.

### (b) Noise in a band

The variance is the integral of the spectral density:

$$I_{\rm rms}^2=\frac{\alpha I^2}{N}\int_{f_1}^{f_2}\frac{df}{f}
=\frac{\alpha I^2}{N}\ln\frac{f_2}{f_1}.$$

Here $\alpha I^2/N=10^{-22}\ \mathrm{A^2}=(10\ \mathrm{pA})^2$ and $\ln(10/0.1)=4.605$, so

$$I_{\rm rms}=10\ \mathrm{pA}\times\sqrt{4.605}=21.5\ \mathrm{pA}.$$

The simulated current, filtered to the same band, has an rms value of 21.6 pA.

Multiplying the root density at 1 Hz by the square root of the bandwidth would give $10\times\sqrt{9.9}=31.5$ pA. That treats the spectrum as flat at its 1 Hz value and is 47% above the correct result. The rule does become valid in a narrow band. With $f_2=f_1+B$ and $B\ll f_1$,

$$\ln\frac{f_2}{f_1}=\ln\left(1+\frac B{f_1}\right)\simeq\frac B{f_1},$$

and therefore $I_{\rm rms}^2\simeq S_I(f_1)B$.

Each decade of frequency contributes the same variance, $(10\ \mathrm{pA})^2\ln10$. The integral grows without limit as $f_1\to0$, but only logarithmically. A stated rms value needs both band edges; in a measurement, the duration of the record limits the lower one.

### (c) Thermal noise and the corner frequency

Represent the thermal noise of a resistor $R$ by a series voltage source with a white spectral density $S_V$. Connect a capacitor $C$ across it. The capacitor voltage $v$ has the variance

$$\langle v^2\rangle=\int_0^\infty\frac{S_V\,df}{1+(2\pi fRC)^2}
=\frac{S_V}{2\pi RC}\int_0^\infty\frac{du}{1+u^2}
=\frac{S_V}{4RC},$$

where $u=2\pi fRC$ and the last integral is $\pi/2$. Equipartition requires $\tfrac12C\langle v^2\rangle=\tfrac12kT$, so $S_V=4kTR$. With the voltage across the resistor held fixed, this source drives a noise current $\delta V/R$, and

$$S_{\rm th}=\frac{S_V}{R^2}=4kTG .$$

Applying this equilibrium result to the biased channel assumes that the holes remain close to the lattice temperature. The lateral field here is small, about 12 V/cm.

The conductance is

$$G=q\mu n_s\frac WL
=(1.602\times10^{-19})(100)(5\times10^{12})(5)\ \mathrm S
=0.4005\ \mathrm{mS}.$$

Thus $R=2.50\ \mathrm{k\Omega}$ and $V=IR=2.50$ mV. At 300 K,

$$S_{\rm th}=6.64\times10^{-24}\ \mathrm{A^2/Hz},\qquad
\sqrt{S_{\rm th}}=2.58\ \mathrm{pA/\sqrt{Hz}} .$$

Independent contributions add as spectral densities. At 1 Hz the Hooge and thermal parts together give

$$\sqrt{10^2+2.58^2}\ \mathrm{pA/\sqrt{Hz}}
=10.3\ \mathrm{pA/\sqrt{Hz}} .$$

The corner frequency $f_c$ follows from $\alpha I^2/(Nf_c)=4kTG$:

$$f_c=\frac{\alpha I^2}{4kTGN}
=\frac{10^{-22}}{6.64\times10^{-24}}\ \mathrm{Hz}
=15\ \mathrm{Hz}.$$

To see what controls it, substitute $I=GV$ and $G=q\mu N/L^2$:

$$f_c=\frac{\alpha GV^2}{4kTN}
=\frac{\alpha q\mu V^2}{4kTL^2}.$$

At fixed voltage, length, mobility, temperature and $\alpha$, widening the channel leaves the corner where it is: both spectral densities grow in proportion to the width. Raising the voltage moves the corner up as $V^2$, as long as the channel remains uniform and ohmic.

## Variation 1: half the channel length

**Question.** The length is reduced to $1\ \mu\mathrm{m}$ with the width, hole density, mobility and $\alpha$ unchanged. What happens to the noise at 1 Hz (i) at the same current and (ii) at the same drain voltage?

**Solution.** The hole number falls to $N/2$ and the conductance rises to $2G$.

(i) At fixed current, $S_I\propto1/N$ doubles. The root density is

$$10\sqrt2\ \mathrm{pA/\sqrt{Hz}}=14.1\ \mathrm{pA/\sqrt{Hz}} .$$

A simulation with half as many cells of the same size and noise gave 14.4 in this unit, 1.5% higher and within two of the statistical errors estimated above. The thermal density also doubles, because $G$ doubles, so the corner frequency remains 15 Hz.

(ii) At fixed voltage the current doubles as well. The factor $I^2/N$ grows by $4/(1/2)=8$, and the root density becomes $10\sqrt8=28\ \mathrm{pA/\sqrt{Hz}}$. The corner frequency grows by $8/2=4$, to 60 Hz, in agreement with $f_c\propto V^2/L^2$.

The effect of shortening a channel thus depends on what is held fixed. In relative terms the two cases agree: $S_I/I^2$ doubles in both.

## Variation 2: traps in the oxide

**Question.** The oxide contains traps with density $N_t=10^{17}\ \mathrm{cm^{-3}\,eV^{-1}}$, uniform in depth and energy. Their time constant rises with depth $z$ as $\tau=\tau_0e^{z/\lambda}$, with $\tau_0=10^{-10}$ s and $\lambda=0.1$ nm. Assume first that each trapped hole removes one whole hole from the channel. How much noise do the traps add at 1 Hz in the original device?

**Solution.** A trap with mean occupancy $p$ has occupancy variance $p(1-p)$, and its correlations decay as $e^{-|t|/\tau}$. With $\omega=2\pi f$, its one-sided spectrum is

$$4p(1-p)\int_0^\infty e^{-t/\tau}\cos\omega t\,dt
=\frac{4p(1-p)\tau}{1+\omega^2\tau^2}.$$

For a Fermi occupancy, $dp/dE=-p(1-p)/kT$. Since $p$ falls from 1 to 0 across the energy range, $\int p(1-p)\,dE=kT$. For the depth integral, $dz=\lambda\,d\tau/\tau$. If the time constants extend far to both sides of $1/\omega$, the limits may be taken as 0 and $\infty$:

$$S_N=kTN_tWL\,\lambda\int_0^\infty\frac{4\,d\tau}{1+\omega^2\tau^2}
=kTN_tWL\,\lambda\,\frac{2\pi}{\omega}
=\frac{kT\lambda N_tWL}{f}.$$

The sum of many Lorentzians has a $1/f$ spectrum because the time constants are spread evenly in $\ln\tau$. The traps with $\omega\tau=1$ at 1 Hz lie at $z=\lambda\ln(1/\omega\tau_0)=2.1$ nm, inside the 5 nm oxide assumed here.

The numerator $kT\lambda N_tWL$ is 5.17. With $\delta I/I=\delta N/N$ at constant mobility,

$$S_{\rm trap}=I^2\frac{S_N}{N^2}
=10^{-12}\times\frac{5.17}{10^{12}}\ \mathrm{A^2/Hz}
=5.2\times10^{-24}\ \mathrm{A^2/Hz},$$

or $2.3\ \mathrm{pA/\sqrt{Hz}}$. If the given $\alpha$ does not already include trapping, and the sources are independent, the total at 1 Hz is

$$\sqrt{100+6.64+5.17}\ \mathrm{pA/\sqrt{Hz}}
=10.6\ \mathrm{pA/\sqrt{Hz}} .$$

If $\alpha$ was obtained by fitting the whole measured $1/f$ noise, adding the trap term would count it twice.

The loss of one whole hole per trapped hole is an upper limit, reached for traps close to the channel. At fixed gate voltage, the gate balances part of the trapped charge. Treat the channel as an ideal conducting sheet at the oxide surface. For a charge at depth $z$ in an oxide of thickness $t_{\rm ox}$, the fields on its two sides must produce equal and opposite potential changes, so they are in the ratio $(t_{\rm ox}-z):z$. The channel therefore loses only $1-z/t_{\rm ox}$ of a hole. At $z=2.1$ nm this is 0.576, which multiplies the trap spectral density by $0.576^2=0.33$ and lowers its root to $1.3\ \mathrm{pA/\sqrt{Hz}}$. The total at 1 Hz is then $10.4\ \mathrm{pA/\sqrt{Hz}}$. In a real inversion layer the holes have a finite density of states and lie slightly inside the silicon, so the loss is somewhat smaller still. Slower traps also lie deeper and count less, which makes the trap spectrum slightly flatter than $1/f$.

The number $n=5.17$ is also the mean number of traps in an energy interval $kT$ and a factor $e$ in time constant. The smooth $1/f$ law is an average over devices with different trap positions. For independently placed traps, the variance of $S_N$ between devices is the sum of the squared single-trap spectra:

$$n\int\frac{[p(1-p)]^2\,dE}{kT}\int_0^\infty\left(\frac{4\tau}{1+\omega^2\tau^2}\right)^2\frac{d\tau}{\tau}
=n\times\frac16\times\frac8{\omega^2}.$$

The mean is $2\pi n/\omega$, so the relative scatter is $1/(\pi\sqrt{3n})=8\%$. It is this small because traps spread over several $kT$ and several factors $e$ contribute at one frequency. The scatter grows as $1/\sqrt{WL}$: with a hundredth of the area it would be about 80%, and the spectrum of a single transistor could then depart strongly from $1/f$.

## The model beside a real transistor

The density, mobility and oxide thickness are rough typical values for a p-channel silicon MOSFET in strong inversion. The value $\alpha=10^{-4}$ is at the noisy end of a rough range from $10^{-6}$ to $10^{-4}$. At $10^{-6}$, with all else fixed, the Hooge part would be $1\ \mathrm{pA/\sqrt{Hz}}$, below both the thermal and the trap contributions found here. The assumption most open to doubt is that a single constant $\alpha$ describes the noise. Trapping makes the equivalent $\alpha$ depend on bias and oxide quality, and trapped charge can also change the mobility, which Variation 2 leaves out.

Other neglected effects can be sized for this device:

- The drain voltage is 0.2% of the 1.16 V gate overdrive, so the hole density is nearly uniform along the channel.
- The oxide field is 2.8 MV/cm, including a rough depletion charge, against a rough breakdown field of 10 MV/cm.
- A tunnelling estimate with a 3.1 eV barrier and a tunnelling mass of 0.4 electron masses gives a gate leakage near $3\times10^{-21}$ A (from $2\times10^{-18}$ to $8\times10^{-24}$ A for masses from 0.3 to 0.5), negligible beside $1\ \mu\mathrm{A}$. This barrier is the one for electrons; holes meet a higher one, so the estimate overstates the tunnelling of channel holes. It omits leakage through defects.
- At 400 K, with the mobility held fixed, the thermal root density would be $3.0\ \mathrm{pA/\sqrt{Hz}}$. Any change of $\alpha$ with temperature is not modelled.
- The holes are mildly degenerate. In a one-subband estimate with a density-of-states mass of 0.8 electron masses, 76% of them are thermally active. Using that number in place of $N$ would raise the Hooge root density by 15%. Both figures depend on the assumed mass, which is close to the bulk value: a lighter in-plane mass of 0.5 gives 65% and 24%. No such correction is made, because $\alpha$ is defined here with the total number of holes.

The numerical output lists the inputs and intermediate values behind these estimates.

## Values computed for the example and the checks

```
Hooge parameter: 0.0001
Mean current: 1 uA
Channel width: 10 um
Channel length: 2 um
Hole sheet density: 5e+12 cm^-2
Hole mobility: 100 cm2/Vs
Temperature: 300 K
Oxide thickness: 5 nm
Number of holes: 1e+06
Relative density at 1 Hz: 1e-10 1/Hz
Hooge S_I at 1 Hz: 1e-22 A^2/Hz
Hooge root density at 1 Hz: 10 pA/sqrt(Hz)
Network cells: 12
Simulated root density, full length: 9.933 pA/sqrt(Hz)
Formula, half length: 14.14 pA/sqrt(Hz)
Simulated, half length: 14.36 pA/sqrt(Hz)
Band lower edge: 0.1 Hz
Band upper edge: 10 Hz
Band rms, formula: 21.46 pA
Band rms, simulated: 21.58 pA
Band rms, wrong white-noise rule: 31.46 pA
Channel conductance: 0.4005 mS
Channel resistance: 2497 ohm
Drain voltage: 2.497 mV
Thermal S_I at 300 K: 6.636e-24 A^2/Hz
Thermal root density, 300 K: 2.576 pA/sqrt(Hz)
Thermal root density, 400 K, same mobility: 2.975 pA/sqrt(Hz)
Corner frequency, 300 K: 15.07 Hz
Oxide trap density: 1e+17 cm^-3 eV^-1
Trap decay length: 0.1 nm
Trap time prefactor: 1e-10 s
Depth of traps active at 1 Hz: 2.119 nm
Active traps per e-fold of time: 5.17
Trap S_I at 1 Hz: 5.17e-24 A^2/Hz
Trap root density at 1 Hz: 2.274 pA/sqrt(Hz)
Total root density at 1 Hz: 10.57 pA/sqrt(Hz)
Carrier transit time: 0.1602 us
Lateral field: 12.48 V/cm
Gate overdrive: 1.16 V
Drain voltage / overdrive: 0.2152 %
Depletion charge density: 1e+12 cm^-2
Oxide field: 2.784 MV/cm
Tunnel barrier: 3.1 eV
Tunnel mass: 0.4 electron masses
Tunnel attempt rate: 1e+14 1/s
WKB exponent: 50.06
Gate leakage estimate: 2.9e-21 A
Density-of-states mass: 0.8 electron masses
Fermi level above subband edge, in kT: -0.2436
Thermally active fraction: 0.7592
Root-density change if N were the active number: 14.77 %
```
